# Out-of-Plane Spin and Spin-Orbit Splitting at K in Monolayer MoS₂: test program

```python
"""
Result under test: in a 1H monolayer MX2 the states at K have out-of-plane
net spin, opposite at K and -K. A d(+2)-like valence state splits at first
order in the metal spin-orbit strength, a d0-like conduction state only at
second order (plus a small first-order part from the X atoms).

Symbols: M = metal with d orbitals, X = two atoms per cell with p orbitals,
lam_M, lam_X = strengths in H_so = lam L.S with S = sigma/2 (hbar = 1),
v_sigma, v_pi = <d|H|p> for a bond pointing from M to X,
splitting = E(spin up) - E(spin down). Energies are in eV internally.
The full Hamiltonian uses numerical rotation matrices; the derived formulas
use closed trigonometric couplings and 2x2 blocks.
"""
import numpy as np
from scipy.linalg import expm, block_diag

a, h = 3.2, 1.6                     # lattice constant, X height (angstrom)
e_d, e_p = 0.0, -4.0                # site energies (eV)
v_sigma, v_pi = 2.5, -1.0           # bond integrals (eV)
lam_M, lam_X = 0.08, 0.05           # spin-orbit strengths (eV)
K = np.array([4*np.pi/(3*a), 0.0])
offsets = a*np.array([[0.5, 0.5/np.sqrt(3)], [-0.5, 0.5/np.sqrt(3)],
                      [0.0, -1/np.sqrt(3)]])
theta = np.arctan2(a/np.sqrt(3), h)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1.0+0j, -1.0])]


def angular(l):
    """Lx, Ly, Lz in the basis m = l, l-1, ..., -l."""
    m = np.arange(l, -l-1, -1)
    plus = np.diag(np.sqrt(l*(l+1) - m[1:]*(m[1:]+1.0)), 1)
    return [(plus+plus.T)/2, (plus-plus.T)/2j, np.diag(m).astype(complex)]


L1, L2 = angular(1), angular(2)


def bond(polar, azimuth):
    """5x3 hopping matrix <d_m|H|p_m'> for a bond in a given direction."""
    along = np.zeros((5, 3))
    along[1, 0] = along[3, 2] = v_pi
    along[2, 1] = v_sigma
    r2, r1 = [expm(-1j*azimuth*L[2]) @ expm(-1j*polar*L[1])
              for L in (L2, L1)]
    return r2 @ along @ r1.conj().T


azimuths = np.arctan2(offsets[:, 1], offsets[:, 0])
bonds = [np.hstack([bond(theta, f), bond(np.pi-theta, f)]) for f in azimuths]


def orbital_h(k, field=0.0, weak=1.0, d0_shift=0.0):
    """field: energy difference top-bottom X; weak: factor on one bond."""
    H = np.diag([e_d]*5 + [e_p+field/2]*3 + [e_p-field/2]*3).astype(complex)
    H[2, 2] += d0_shift
    factors = [1.0, 1.0, weak]
    T = sum(f*np.exp(1j*(k @ d))*b for f, d, b in zip(factors, offsets, bonds))
    H[:5, 5:] = T
    H[5:, :5] = T.conj().T
    return H


def full_h(k, lm=lam_M, lx=lam_X, **changes):
    H = np.kron(orbital_h(k, **changes), np.eye(2))
    for i in range(3):
        H = H + np.kron(block_diag(lm*L2[i], lx*L1[i], lx*L1[i]), pauli[i]/2)
    return H


def frontier(k, **options):
    """Energies and spin vectors of two valence, two conduction states."""
    w, v = np.linalg.eigh(full_h(k, **options))
    v = v[:, 12:16]
    spin = [np.einsum('ij,ij->j', v.conj(), np.kron(np.eye(11), s/2) @ v).real
            for s in pauli]
    return w[12:16], np.array(spin).T


def splittings(k, **options):
    w, s = frontier(k, **options)
    return np.array([(w[1]-w[0])*np.sign(s[1, 2]),
                     (w[3]-w[2])*np.sign(s[3, 2])])


def in_plane(k, **options):
    return np.max(np.hypot(*frontier(k, **options)[1][:, :2].T))


# Closed couplings at K for the five d-p blocks
c, s = np.cos(theta), np.sin(theta)
T = {
    'd0,p-1': s*(3*c*c-1)/(2*np.sqrt(2))*v_sigma - np.sqrt(1.5)*s*c*c*v_pi,
    'd+2,p+1': -np.sqrt(3)/4*s**3*v_sigma - s*(1+c*c)/2*v_pi,
    'd-2,pz': np.sqrt(6)/4*s*s*c*v_sigma - s*s*c/np.sqrt(2)*v_pi,
    'd+1,pz': -np.sqrt(1.5)*s*c*c*v_sigma + s/np.sqrt(2)*(2*c*c-1)*v_pi,
    'd-1,p+1': -np.sqrt(3)/2*s*s*c*v_sigma + s*s*c*v_pi}
t = {name: 3*np.sqrt(2)*value for name, value in T.items()}


def block(name):
    """(energy, d amplitude, p amplitude): antibonding, then bonding."""
    half = (e_d-e_p)/2
    root = np.hypot(half, t[name])
    x = 0.5*np.arctan2(t[name], half)
    mean = (e_d+e_p)/2
    return [(mean+root, np.cos(x), np.sin(x)),
            (mean-root, -np.sin(x), np.cos(x))]


levels = [state[0] for name in t for state in block(name)] + [e_p]
assert np.allclose(np.sort(levels), np.linalg.eigvalsh(orbital_h(K)),
                   atol=1e-10)
order = sorted(t, key=lambda name: block(name)[0][0])
assert order[:2] == ['d+2,p+1', 'd0,p-1']

Ev, av, bv = block('d+2,p+1')[0]
Ec, ac, bc = block('d0,p-1')[0]


def perturbation(lm, lx):
    """First-order splittings and second-order level shifts."""
    first_v = 2*lm*av**2 + lx*bv**2
    first_c = -lx*bc**2
    v_down = sum((lm*av*d + lx/np.sqrt(2)*bv*p)**2/(Ev-E)
                 for E, d, p in block('d+1,pz'))
    c_up = sum((np.sqrt(1.5)*lm*ac*d + lx/np.sqrt(2)*bc*p)**2/(Ec-E)
               for E, d, p in block('d+1,pz'))
    c_down = sum((np.sqrt(1.5)*lm*ac*d)**2/(Ec-E)
                 for E, d, p in block('d-1,p+1'))
    return first_v, first_c, v_down, c_up, c_down


def second_order_total(lm, lx):
    fv, fc, vd, cu, cd = perturbation(lm, lx)
    return np.array([fv-vd, fc+cu-cd])


# The remaining error must fall at least as the cube of the coupling
errors = []
for scale in (0.25, 0.125):
    lm, lx = scale*lam_M, scale*lam_X
    errors.append(np.abs(splittings(K, lm=lm, lx=lx)
                         - second_order_total(lm, lx)))
assert np.all(errors[1] < errors[0]/6)
assert np.all(errors[0] < 2e-5)

# Metal coupling alone: linear in valence, quadratic in conduction
metal_ratio = (splittings(K, lm=0.02, lx=0.0)
               / splittings(K, lm=0.01, lx=0.0))
assert abs(metal_ratio[0]-2) < 0.1 and abs(metal_ratio[1]-4) < 0.3

# Symmetry operators, including spin
m1, m2 = np.arange(1, -2, -1), np.arange(2, -3, -1)
mirror_orbital = np.zeros((11, 11))
mirror_orbital[:5, :5] = np.diag((-1.0)**np.abs(m2))
swap = np.diag((-1.0)**np.abs(1+m1))
mirror_orbital[5:8, 8:] = mirror_orbital[8:, 5:8] = swap
mirror = np.kron(mirror_orbital, -1j*pauli[2])
q = np.concatenate([m2, m1+1, m1+1])
threefold = np.kron(np.diag(np.exp(-2j*np.pi*q/3)),
                    expm(-1j*np.pi/3*pauli[2]))
k_general = K*0.9 + np.array([0.0, 0.1*K[0]])
for k in (K, -K, k_general):
    H = full_h(k)
    assert np.allclose(mirror @ H, H @ mirror, atol=1e-10)
    assert in_plane(k) < 1e-9
H = full_h(K)
assert np.allclose(threefold @ H, H @ threefold, atol=1e-10)

# Time reversal relates the two valleys
wK, sK = frontier(K)
wm, sm = frontier(-K)
assert np.allclose(wK, wm, atol=1e-10)
assert np.allclose(sK, -sm, atol=1e-8)
assert np.min(np.abs(sK[:, 2])) > 0.48

# Which symmetry protects the spin direction, and where
tilt_field_K = in_plane(K, field=1.0)
tilt_field_k = in_plane(k_general, field=1.0)
tilt_bond_K = in_plane(K, weak=0.9)
tilt_both_K = in_plane(K, field=1.0, weak=0.9)
assert tilt_field_K < 1e-9 and tilt_bond_K < 1e-9
assert tilt_field_k > 1e-4 and tilt_both_K > 1e-4

# The valence spin-up state is a closed 2x2 problem in this model
up_block = np.array([[e_d+lam_M, t['d+2,p+1']],
                     [t['d+2,p+1'], e_p+lam_X/2]])
E_up_exact = np.linalg.eigvalsh(up_block)[1]
i_up = int(np.argmax(sK[:2, 2]))
assert abs(wK[i_up]-E_up_exact) < 1e-10
assert abs(sK[i_up, 2]-0.5) < 1e-9

# Size of the effect, and its exchange when the level order is exchanged
split_K, split_mK = splittings(K), splittings(-K)
assert np.allclose(split_K, -split_mK, atol=1e-10)
assert abs(split_K[0]) > 5*abs(split_K[1])
swapped = splittings(K, d0_shift=-2.0)
assert abs(swapped[1]) > 5*abs(swapped[0])

fv, fc, vd, cu, cd = perturbation(lam_M, lam_X)
total = second_order_total(lam_M, lam_X)
print(f"lattice constant a = {a:.1f} angstrom")
print(f"height of X above the M plane h = {h:.1f} angstrom")
print(f"bond polar angle theta = {np.degrees(theta):.2f} degrees")
print(f"site energies: d {e_d:.1f} eV, p {e_p:.1f} eV")
print(f"bond integrals: sigma {v_sigma:.1f} eV, pi {v_pi:.1f} eV")
print(f"spin-orbit: lam_M {1e3*lam_M:.0f} meV, lam_X {1e3*lam_X:.0f} meV")
for name in t:
    E, d, p = block(name)[0]
    print(f"block {name}: T {T[name]:.4f} eV, t {t[name]:.4f} eV")
    print(f"  upper level {E:.4f} eV, w_d {d*d:.4f}, w_p {p*p:.4f}")
    print(f"  lower level {block(name)[1][0]:.4f} eV")
print(f"orbital gap at K without spin-orbit = {Ec-Ev:.4f} eV")
print(f"valence first-order splitting = {1e3*fv:.3f} meV")
print(f"valence spin-down second-order shift = {1e3*vd:.3f} meV")
print(f"valence splitting through second order = {1e3*total[0]:.3f} meV")
print(f"conduction first-order splitting = {1e3*fc:.3f} meV")
print(f"conduction spin-up second-order shift = {1e3*cu:.3f} meV")
print(f"conduction spin-down second-order shift = {1e3*cd:.3f} meV")
print(f"conduction splitting through second order = {1e3*total[1]:.3f} meV")
for label, value in (("K", split_K), ("-K", split_mK)):
    print(f"full splitting at {label}: valence {1e3*value[0]:.3f} meV, "
          f"conduction {1e3*value[1]:.3f} meV")
print(f"ratio of splitting sizes = {abs(split_K[0]/split_K[1]):.2f}")
for i, label in enumerate(("valence lower", "valence upper",
                           "conduction lower", "conduction upper")):
    print(f"{label}: E {wK[i]:.5f} eV, Sz(K) {sK[i,2]:+.5f}, "
          f"Sz(-K) {sm[i,2]:+.5f} (hbar)")
print(f"metal-only splitting ratio on doubling lam_M (10 to 20 meV): "
      f"valence {metal_ratio[0]:.3f}, conduction {metal_ratio[1]:.3f}")
print("largest in-plane spin of the four states (hbar), 1 eV top-bottom")
print("  X energy difference and/or one bond direction weakened by 10%:")
print(f"  mirror broken, at K: {tilt_field_K:.5f}")
print(f"  mirror broken, at k = (0.9, 0.1)|K|: {tilt_field_k:.5f}")
print(f"  threefold axis broken, at K: {tilt_bond_K:.5f}")
print(f"  both broken, at K: {tilt_both_K:.5f}")
print(f"d0 site energy lowered by 2 eV: valence {1e3*swapped[0]:.3f} meV, "
      f"conduction {1e3*swapped[1]:.3f} meV")
print("all assertions hold")
```

Output:

```
lattice constant a = 3.2 angstrom
height of X above the M plane h = 1.6 angstrom
bond polar angle theta = 49.11 degrees
site energies: d 0.0 eV, p -4.0 eV
bond integrals: sigma 2.5 eV, pi -1.0 eV
spin-orbit: lam_M 80 meV, lam_X 50 meV
block d0,p-1: T 0.5877 eV, t 2.4933 eV
  upper level 1.1963 eV, w_d 0.8129, w_p 0.1871
  lower level -5.1963 eV
block d+2,p+1: T 0.0723 eV, t 0.3069 eV
  upper level 0.0234 eV, w_d 0.9942, w_p 0.0058
  lower level -4.0234 eV
block d-2,pz: T 0.8372 eV, t 3.5520 eV
  upper level 2.0764 eV, w_d 0.7453, w_p 0.2547
  lower level -6.0764 eV
block d+1,pz: T -0.9156 eV, t -3.8845 eV
  upper level 2.3692 eV, w_d 0.7289, w_p 0.2711
  lower level -6.3692 eV
block d-1,p+1: T -1.1840 eV, t -5.0233 eV
  upper level 3.4068 eV, w_d 0.6850, w_p 0.3150
  lower level -7.4068 eV
orbital gap at K without spin-orbit = 1.1729 eV
valence first-order splitting = 159.364 meV
valence spin-down second-order shift = -1.596 meV
valence splitting through second order = 160.960 meV
conduction first-order splitting = -9.357 meV
conduction spin-up second-order shift = -3.419 meV
conduction spin-down second-order shift = -2.132 meV
conduction splitting through second order = -10.643 meV
full splitting at K: valence 160.875 meV, conduction -10.697 meV
full splitting at -K: valence -160.875 meV, conduction 10.697 meV
ratio of splitting sizes = 15.04
valence lower: E -0.05778 eV, Sz(K) -0.49921, Sz(-K) +0.49921 (hbar)
valence upper: E 0.10310 eV, Sz(K) +0.50000, Sz(-K) -0.50000 (hbar)
conduction lower: E 1.18820 eV, Sz(K) +0.49653, Sz(-K) -0.49653 (hbar)
conduction upper: E 1.19890 eV, Sz(K) -0.49886, Sz(-K) +0.49886 (hbar)
metal-only splitting ratio on doubling lam_M (10 to 20 meV): valence 2.003, conduction 4.016
largest in-plane spin of the four states (hbar), 1 eV top-bottom
  X energy difference and/or one bond direction weakened by 10%:
  mirror broken, at K: 0.00000
  mirror broken, at k = (0.9, 0.1)|K|: 0.12290
  threefold axis broken, at K: 0.00000
  both broken, at K: 0.03424
d0 site energy lowered by 2 eV: valence -15.501 meV, conduction 160.875 meV
all assertions hold
```
